# The derivative of a self-consistent hybrid energy with exact-exchange fraction, part 2

We ask how the self-consistent energy of a global hybrid functional changes with its fraction $a$ of exact exchange, and now apply the answer to reaction barriers. At fixed nuclei, with real orbitals in a finite basis independent of $a$, the energy of a set $\Phi$ of occupied orbitals is

$$E_a[\Phi]=T+V+J+aX+(1-a)S+E_c .$$

Here $T$ is the kinetic energy, $V$ the electron–nuclear and internuclear energy, $J$ the Hartree energy, $X$ the exact and $S$ the semilocal exchange energy, and $E_c$ the unscaled correlation energy. Formulas are in atomic units, with energies in hartree. With $W[\Phi]=X[\Phi]-S[\Phi]$,

$$E_b[\Phi]=E_a[\Phi]+(b-a)W[\Phi]. \tag{1}$$

Let $\Phi_a$ be the self-consistent orbitals at $a$, $E(a)=E_a[\Phi_a]$ and $g(a)=W[\Phi_a]$. On a smooth self-consistent branch,

$$\boxed{\frac{dE}{da}=g(a)=X[\Phi_a]-S[\Phi_a]} \tag{2}$$

If the orbitals minimise the functional, then

$$E(b)\le E_b[\Phi_a]=E(a)+(b-a)g(a), \tag{3}$$

$E(a)$ is concave, and $g$ does not increase with $a$. Where (2) holds over an interval,

$$E(b)-E(a)=\int_a^b g(t)\,dt. \tag{6}$$

The chain rule, with a prime for the total derivative with respect to $a$, is

$$\frac{dE}{da}=g(a)+\sum_\sigma\operatorname{tr}(F_\sigma D_\sigma'), \tag{9}$$

where $F_\sigma$ and $D_\sigma$ are the Fock and density matrices of spin $\sigma$. The last term vanishes for self-consistent orbitals but generally survives for others.

For one electron $X=-J$, so $g=-(J+S)$, where $J+S$ is the self-interaction left by semilocal exchange.

A model with one orbital parameter $x$ has

$$E_a(x)=E_0+\tfrac12 kx^2+a(u+vx),\qquad k>0 .$$

Its stationary value $x_a=-av/k$ has the response $dx_a/da=-v/k$, and $E(a)=E_0+au-\frac{a^2v^2}{2k}$ has the curvature $-v^2/k$.

### The derivative of a barrier

For a reaction with transition structure TS and separated reactants $R$, define the electronic barrier

$$B(a)=E_{\rm TS}(a)-\sum_R E_R(a).$$

All species must be computed with the same fraction. Differentiating each term gives

$$B'(a)=g_{\rm TS}(a)-\sum_R g_R(a). \tag{10}$$

A positive slope means that replacing semilocal by exact exchange favours the reactants over the transition structure. It does not require either $g$ to be positive.

The curvature of $B$ has no general sign. Each energy is concave when its orbitals are minimising, but a difference of concave functions can bend either way:

$$B''(a)=g'_{\rm TS}(a)-\sum_Rg'_R(a).$$

The first term is zero or negative, while the subtracted terms contribute zero or a positive amount. The outcome depends on which side of the reaction gains more energy, to second order, from the response of its orbitals. A large change of the orbitals is not enough to decide this: in the model with one parameter the response is $-v/k$ but the curvature is $-v^2/k$. A straight-line estimate of a barrier may therefore be too high or too low, although the straight-line estimate of each minimising total energy cannot be too low.

### Letting the geometry relax

Barriers are often compared after each structure has been re-optimised at each $a$. Let $E(a,\mathbf R)$ be the converged electronic energy at nuclear coordinates $\mathbf R$, and let $\mathbf R(a)$ be a stationary structure that moves smoothly. Then

$$\frac{d}{da}E(a,\mathbf R(a))=g(a,\mathbf R(a))+\sum_i\frac{\partial E}{\partial R_i}\frac{dR_i}{da}. \tag{11}$$

The nuclear gradient is zero at a minimum and also at a saddle, so the last sum vanishes in both cases. Equation (10) thus gives the slope of the relaxed barrier too, provided that $g$ is taken at the structures optimised for the current $a$. The argument for the saddle rests on stationarity. The trial-state inequality does not extend to nuclear motion there, since a saddle is not a minimum.

Relaxation enters at second order. Let $H_{ij}=\partial^2E/\partial R_i\partial R_j$ and $m_i=\partial g/\partial R_i$, in internal coordinates for which $H$ is invertible. The order of differentiation may be exchanged, so $m_i$ is also the change of the gradient component $\partial E/\partial R_i$ with $a$. Keeping the gradient zero as $a$ changes requires

$$m_i+\sum_jH_{ij}\frac{dR_j}{da}=0\quad\Longrightarrow\quad\frac{d\mathbf R}{da}=-H^{-1}\mathbf m .$$

Differentiating $g(a,\mathbf R(a))$ once more gives

$$\frac{d^2E}{da^2}=\frac{\partial g}{\partial a}+\mathbf m\cdot\frac{d\mathbf R}{da}=\frac{\partial g}{\partial a}-\mathbf m^{\mathsf T}H^{-1}\mathbf m .$$

At a nuclear minimum $H$ is positive and relaxation makes the curvature more negative or leaves it unchanged. At a saddle, motion along the direction of negative curvature can contribute with the opposite sign.

### A hydrogen transfer

The reaction

$$\mathrm{H}+\mathrm{H_2}\longrightarrow\mathrm{H_2}+\mathrm{H}$$

is a hydrogen transfer with only three electrons. It shares one feature with the abstraction of hydrogen from a hydride precursor: a bond to hydrogen is broken while another is formed. Neither its barrier nor the slope of that barrier should be transferred to a particular precursor.

The calculations use unrestricted orbitals, the 6-311G** basis, PBE semilocal exchange mixed with exact exchange, and full PBE correlation. The semilocal terms are integrated on a grid of 50 radial and 194 angular points per atom. The digits given below belong to this basis and grid. They serve to compare slopes with energy differences, and they have not been shown to be converged with respect to the basis or the grid. The structures were optimised at $a=0.25$. The bond length of H$_2$ is 0.746 Å. In the symmetric collinear transition structure, here called H$_3$, each neighbouring H–H distance is 0.931 Å.

Moving the central atom by 0.053 Å along the axis changes the energy by $-0.20$ kJ/mol. The same displacement sideways changes it by $+0.29$ kJ/mol. The common stretch of both bonds was optimised to a minimum. By symmetry the energy is even in both displacements of the central atom, so its first derivatives with respect to them vanish. The signs are those expected of a saddle with one downhill direction, as far as finite displacements can show it.

### Slopes of the three species

At $a=0.25$ the exchange energies, in hartree, are:

| Species | $X$ | $S$ | $g=X-S$ |
|---|---:|---:|---:|
| H | −0.309553 | −0.303691 | −0.005862 |
| H$_2$ | −0.656286 | −0.646557 | −0.009730 |
| H$_3$ | −0.937970 | −0.934135 | −0.003835 |

The last column was rounded from values with more digits, so its final digit can differ by one from the difference of the rounded entries.

For the hydrogen atom the Hartree energy is 0.309553 hartree, which confirms $X=-J$. The self-interaction left by PBE exchange is

$$J+S=0.309553-0.303691=0.005862\ \text{hartree},$$

and $g$ is its negative. The total energy of the atom at this level is $-0.501038$ hartree. This lies below the exact nonrelativistic value of $-\tfrac12$ hartree for a fixed nucleus. It illustrates that minimising an approximate functional does not bound the true energy.

The derivative was tested independently. Each species was converged again at $a=0.24$ and $a=0.26$, and the difference of the total energies was divided by 0.02. The results agree with the three values of $g$ to all seven printed decimals. Since the total energies contain every effect of orbital change, this comparison would have revealed a missing first-order orbital term of significant size.

### The barrier and its slope

The barrier at $a=0.25$ follows from the total energies:

$$B=-1.660109-(-1.168159)-(-0.501038)=0.009088\ \text{hartree},$$

or 23.9 kJ/mol. Its slope is

$$B'=-0.003835+0.009730+0.005862=0.01176\ \text{hartree},$$

to the digits kept in the result, or 30.9 kJ/mol per unit of $a$. An increase of the fraction by 0.05 therefore raises this barrier by about $0.05\times30.9=1.5$ kJ/mol.

The signs show how the slope arises. All three total energies fall when $a$ is increased. The two reactants together have a slope of $-0.01559$ hartree, while H$_3$ has $-0.00383$ hartree. The reactants fall faster, so the barrier rises. This is an account in terms of energies. It does not by itself identify which feature of the density makes semilocal exchange comparatively favourable to the stretched structure.

### From no exact exchange to full exact exchange

With the geometries held at their $a=0.25$ values, the barrier and its slope are as follows. The last column is the straight line through the barrier at $a=0.25$ with the slope found there. All energies are in kJ/mol.

| $a$ | $B$ | $B'$ | Straight line |
|---:|---:|---:|---:|
| 0.00 | 15.69 | 34.55 | 16.14 |
| 0.25 | 23.86 | 30.87 | 23.86 |
| 0.50 | 31.15 | 27.53 | 31.58 |
| 0.75 | 37.65 | 24.51 | 39.29 |
| 1.00 | 43.43 | 21.78 | 47.01 |

The row $a=1$ still contains PBE correlation, so it is not the Hartree–Fock barrier.

The slopes can be integrated and compared with the change of the barrier. Boole's rule for five equally spaced points on an interval of unit length has the weights 7, 32, 12, 32 and 7, divided by 90:

$$\frac{7(34.55)+32(30.87)+12(27.53)+32(24.51)+7(21.78)}{90}=27.74\ \text{kJ/mol}.$$

The direct difference is $43.43-15.69=27.74$ kJ/mol. For H$_3$ alone, the integral of $g$ and the difference of the converged energies are both $-0.0061646$ hartree.

If one took the slope from the orbitals at $a=0$ and used it up to $a=1$, the predicted increase would be 34.55 kJ/mol. That is 6.81 kJ/mol too large, or 25% of the self-consistent increase. The formula for the derivative is not at fault: exact minus semilocal exchange at the $a=0$ orbitals gives the slope at $a=0$. The discrepancy comes from treating this slope as constant.

The straight line from $a=0.25$ does better over short distances. Its curvature error can be estimated from the neighbouring slopes:

$$B''(0.25)\approx\frac{27.53-34.55}{0.50}=-14.0\ \text{kJ/mol}.$$

For a step of 0.25 the line should then be too high by about $\tfrac12(0.25)^2(14.0)=0.44$ kJ/mol. With one more digit than the table shows, the actual excess is $31.577-31.153=0.424$ kJ/mol at $a=0.50$ and $16.144-15.691=0.453$ kJ/mol at $a=0$.

The sampled slopes fall throughout the range, so this barrier bends downwards although the general theory does not require it. The slope of H$_3$ changes from $-0.00119$ to $-0.01066$ hartree, a fall of 0.00947 hartree or 24.9 kJ/mol. The barrier slope falls by $34.55-21.78=12.77$ kJ/mol. The two reactant slopes together must therefore fall by about 12.1 kJ/mol. The energy of H$_3$ bends more strongly than those of the reactants combined, and its curvature decides the sign.

The variational inequalities were tested for each species. Orbitals converged at each of the five fractions were used as trial orbitals at each of the other four. Within numerical tolerance, none gave an energy below the converged one, and every trial energy lay on the predicted straight line. These trial sets all come from one branch, so the test is consistent with minimising orbitals but does not exclude a lower solution of another kind.

### Orbitals from a single diagonalisation

The condition of self-consistency can be tested by breaking it. For H$_3$, a starting density was made from the orbitals of the one-electron Hamiltonian, without electron repulsion. The Fock matrix of this density was diagonalised once, and the hybrid energy was evaluated with the resulting orbitals. These depend on $a$, because the Fock matrix does, but they are not converged.

At $a=0.25$ the contributions to the derivative of this one-shot energy are

$$\underbrace{-0.00213}_{X-S}\;+\;\underbrace{(-0.05215)}_{\text{orbital term}}=-0.05428\ \text{hartree}.$$

A finite difference of the one-shot energies also gives $-0.05428$ hartree. The orbital term is about 24 times the exchange difference. Its size belongs to this deliberately crude starting density, and a better one may give a much smaller term. The example shows that exact minus semilocal exchange at the orbitals in hand need not even approximate the derivative when those orbitals are far from self-consistency.

### The relaxed barrier

When both structures are re-optimised at $a=0.20$ and $a=0.30$, the difference quotient of the barrier is 30.869 kJ/mol. The slope from (10) at $a=0.25$ is 30.866 kJ/mol. The structures do move: per unit of $a$, the bond in H$_2$ shortens by 0.021 Å and the H–H distance in H$_3$ by 0.024 Å. Their motion has no first-order effect on the barrier, as (11) requires.

The remaining 0.003 kJ/mol is of the size expected from the finite step. A central difference with step $h$ exceeds the derivative by $h^2B'''/6$ to leading order. The three tabulated slopes around $a=0.25$ give

$$B'''\approx\frac{34.547-2(30.866)+27.531}{(0.25)^2}=5.5\ \text{kJ/mol},$$

and with $h=0.05$ the error is about 0.002 kJ/mol. This estimate uses the fixed-geometry curve, so it gives the scale of the error and not its exact value. Along the relaxed curve the excess grows from 0.0034 to 0.0135 kJ/mol when $h$ is doubled to 0.10. This is the factor of four expected of a step error, and it corresponds to $B'''\approx8$ kJ/mol.

### Use for precursor reactions

For a precursor reaction, (10) gives the local sensitivity of a computed barrier to $a$ from one converged calculation per species. This holds for a global hybrid of the form used here. In a range-separated hybrid, $g$ is the difference of only those exact and semilocal parts that $a$ exchanges for each other. The exact and semilocal exchange energies must be evaluated with the same orbitals, and the same electronic state must be followed as $a$ changes. Species with several close-lying self-consistent solutions, as may occur in open-shell metal compounds, need particular care: a jump from one solution to another is not described by either local slope.

If a rate constant is modelled as $k=A\exp[-B/(R_{\rm g}T)]$, with $R_{\rm g}$ the gas constant and $A$ held independent of $a$, then

$$\frac{d\ln k}{da}=-\frac{B'(a)}{R_{\rm g}T}.$$

The same barrier slope matters more at low temperature. This relation leaves out any change of vibrational frequencies or tunnelling with $a$.

The derivative measures sensitivity and does not select the correct fraction. A small slope can accompany a large error from correlation or from the basis, and a large slope does not say in which direction the true barrier lies. The barriers given here are electronic energies in a finite basis. They contain no zero-point energy, thermal contribution or tunnelling, and they retain the errors of the functional. The numerical output gives the values with further digits.

## Table of computed values

```
reference fraction a = 0.25
H2 bond length = 0.7464 angstrom
saddle H-H distance = 0.9312 angstrom
central-atom test shift = 0.0529 angstrom
axial shift energy change = -0.202 kJ/mol
sideways shift energy change = 0.286 kJ/mol
At a = 0.25, energies in hartree (H3 is the saddle):
H: total energy = -0.501038
H: exact exchange = -0.309553
H: semilocal exchange = -0.303691
H: g = -0.0058616
H: finite difference = -0.0058616
H2: total energy = -1.168159
H2: exact exchange = -0.656286
H2: semilocal exchange = -0.646557
H2: g = -0.0097295
H2: finite difference = -0.0097295
H3: total energy = -1.660109
H3: exact exchange = -0.937970
H3: semilocal exchange = -0.934135
H3: g = -0.0038349
H3: finite difference = -0.0038349
finite-difference step in a = 0.01
H atom Hartree energy = 0.309553 hartree
H3 slope g(a), hartree:
  a = 0.00: -0.0011933
  a = 0.25: -0.0038349
  a = 0.50: -0.0062835
  a = 0.75: -0.0085539
  a = 1.00: -0.0106601
H3 E(1)-E(0) = -0.0061646 hartree
H3 integral of g = -0.0061646 hartree
One-shot H3 orbitals at a = 0.25, hartree:
  total derivative = -0.054282
  exact minus semilocal exchange = -0.002130
  extra orbital term = -0.052151
a; barrier; slope; straight line (last three in kJ/mol):
  0.00; 15.691; 34.547; 16.144
  0.25; 23.860; 30.866; 23.860
  0.50; 31.153; 27.531; 31.577
  0.75; 37.652; 24.511; 39.293
  1.00; 43.432; 21.780; 47.009
barrier slope at a = 0.25: 0.011756 hartree
relaxed-barrier slope = 30.869 kJ/mol
relaxed-barrier step in a = 0.05
H2 length change per unit a = -0.0213 angstrom
saddle change per unit a = -0.0239 angstrom
```
